Double-Electron Loss and Circulating Current in Projectile Charge States

**Q:** I send a fast helium beam through a gas until the charge fractions stop changing. I then equate the number of ions going from charge 0 to 1 with the number going from 1 to 0, and do the same for 1 and 2. A colleague says that double-electron loss spoils this. If nothing changes any more, how can the two directions fail to balance?

**A:** Constant fractions require that each charge state gains as much as it loses in total. They do not require that each pair of states exchanges equal amounts.

Let F0, F1 and F2 be the fractions of projectiles with charge 0, 1 and 2, so that F0 + F1 + F2 = 1. Let x be the number of target atoms crossed per unit area, and σij the cross section for a change from charge i to charge j. I assume a fixed projectile speed, independent collisions, and no memory: the chance of the next change depends on the present charge alone. Then

dF0/dx = F1σ10 + F2σ20 − F0(σ01 + σ02)

dF1/dx = F0σ01 + F2σ21 − F1(σ10 + σ12)

dF2/dx = F0σ02 + F1σ12 − F2(σ20 + σ21).

Here σ02 is double loss in one collision and σ20 is double capture. A steady distribution makes all three left sides zero. Your pairwise conditions are a different set of statements:

F0σ01 = F1σ10 and F1σ12 = F2σ21.

**Q:** Yet they work when electrons are lost and captured one at a time. Why?

**A:** Because the states then form a chain, 0–1–2. Set σ02 = σ20 = 0. The first rate equation becomes

0 = F1σ10 − F0σ01,

which is the first pairwise condition. The third becomes

0 = F1σ12 − F2σ21,

which is the second. State 0 has a single neighbour, so whatever leaves it must return by the same link. The same holds for state 2.

Double loss adds a direct link between 0 and 2, and the chain becomes a triangle. Ions can now leave state 0 by one link and return by another.

**Q:** Then is there a separate imbalance on each link?

**A:** There is one imbalance, shared by all three. Define the net current from i to j as

Jij = Fiσij − Fjσji, so that Jji = −Jij.

The steady condition for state 0 is J01 + J02 = 0. Since J01 = −J10, this gives J02 = J10. The condition for state 1 is J10 + J12 = 0, and since J12 = −J21, it gives J10 = J21. Therefore

J02 = J21 = J10 ≡ K.

A positive K means net circulation 0→2→1→0: two electrons are lost together and regained one by one. A negative K means the opposite sense. K has the unit of area, because it is a number of net loops per ion, divided by target atoms per unit area.

**Q:** Can you calculate K from the cross sections?

**A:** Yes. The steady equation for state 2 gives

F2 = (F0σ02 + F1σ12)/(σ20 + σ21).

The steady equation for state 0 is

F0(σ01 + σ02) = F1σ10 + F2σ20.

Insert F2 and multiply by (σ20 + σ21):

F0(σ01 + σ02)(σ20 + σ21) = F1σ10(σ20 + σ21) + σ20(F0σ02 + F1σ12).

Collect the F0 terms on the left. The product σ02σ20 appears once with each sign and cancels, leaving

F0(σ01σ21 + σ02σ21 + σ20σ01) = F1(σ10σ20 + σ10σ21 + σ20σ12).

Call the bracket on the left D1 and the one on the right D0. Then F0D1 = F1D0, so F0 = cD0 and F1 = cD1 with a common factor c. Putting these into the expression for F2 gives

F2 = c(D0σ02 + D1σ12)/(σ20 + σ21).

The numerator bracket, written out, is

σ02σ10σ20 + σ02σ10σ21 + σ02σ20σ12 + σ12σ01σ21 + σ12σ02σ21 + σ12σ20σ01.

Its terms pair up, one with σ20 and one with σ21, so it equals

(σ20 + σ21)(σ02σ12 + σ01σ12 + σ10σ02).

Call the second factor D2. Then F2 = cD2, and normalization gives c = 1/D with D = D0 + D1 + D2.

Now use the link between 1 and 0:

K = F1σ10 − F0σ01 = (D1σ10 − D0σ01)/D.

The two products are

D1σ10 = σ01σ21σ10 + σ02σ21σ10 + σ20σ01σ10

D0σ01 = σ10σ20σ01 + σ10σ21σ01 + σ20σ12σ01.

The first term of the first line cancels the second term of the second line, and the two terms containing σ01σ10σ20 cancel as well. What remains is

K = (σ02σ21σ10 − σ01σ12σ20)/D.

The numerator compares the product of cross sections around the triangle in one sense with the product in the other.

**Q:** So double loss does not necessarily destroy pairwise balance?

**A:** Correct. Take the four single-step cross sections as positive, which also makes D positive. Pairwise balance then holds if and only if

σ02σ21σ10 = σ01σ12σ20.

Double loss opens the loop, and unequal products drive a current around it. If double loss occurs but double capture does not, the right side is zero while the left side is positive, so balance must fail.

**Q:** Wouldn't microscopic reversibility enforce that equality?

**A:** It would if the projectile's charge were in thermal equilibrium with its surroundings. Let the equilibrium probabilities be wi. Detailed balance then says wiσij = wjσji. Define sij = σij/wj. Dividing the balance condition by wiwj shows that sij = sji. The two loop products become

σ02σ21σ10 = s02s21s10 w0w1w2

σ01σ12σ20 = s01s12s20 w0w1w2,

and they are equal because s is symmetric.

Your beam is not in that situation. In a loss collision an electron goes free. The reverse of that event needs a free electron arriving with the right momentum, and a target in the right final state. Capture in your gas instead takes an electron bound to a target atom. Loss and capture are therefore not time-reversed partners, and detailed balance does not tie σij to σji.

Count the electrons over one loop 0→2→1→0, leaving aside any further ionization of the gas atoms in these collisions. Double loss frees two electrons, and the two captures remove two others from the gas. The projectile has its original charge again, but the gas now holds two free electrons and two units of positive ionic charge. The opposite loop, two single losses and a double capture, leaves the same kind of debris. It is thus not the first loop run backwards in time. The beam's kinetic energy pays for the ionization in both cases.

**Q:** Suppose double capture is negligible. How wrong are my two conditions?

**A:** Set σ20 = 0. The steady equation for state 0 is

F0(σ01 + σ02) = F1σ10.

Dividing F0σ01 by F1σ10 gives

F0σ01/(F1σ10) = σ01/(σ01 + σ02).

For the upper pair, the steady equation for state 2 is

F2σ21 = F1σ12 + F0σ02.

Replace F0 by F1σ10/(σ01 + σ02) and divide F1σ12 by the result:

F1σ12/(F2σ21) = 1/[1 + σ10σ02/(σ12(σ01 + σ02))].

The current is the same on both links, but it is compared with different traffic. The link with less traffic shows the larger relative imbalance.

Two limits are useful. As σ02 → 0, both ratios tend to 1. If instead σ01 → 0 at fixed σ02, the first ratio tends to 0: neutrals are made by capture from state 1 but leave only by double loss.

**Q:** At higher speed capture becomes weak. Does the problem disappear there?

**A:** Not for your lower condition. The current becomes small, but the relative error on the link between 0 and 1 need not. Keep σ20 = 0, hold the loss cross sections fixed, and multiply σ10 and σ21 by a small number ε. The numerator of K is then proportional to ε², while D tends to σ12(σ01 + σ02). Hence

K → ε²σ02σ21σ10/[σ12(σ01 + σ02)].

The first flux ratio, σ01/(σ01 + σ02), contains no capture cross section and does not change. The second ratio tends to 1, because σ10 becomes small, so your upper condition does become accurate.

This limit also says when double capture may be dropped from K. The value that restores balance is

σ20* = σ10σ21σ02/(σ01σ12),

which itself falls as ε². It is not enough for double capture to be small compared with single capture. For K it must be small compared with σ20*. The fractions F1 and F2 are much less sensitive: in the example below, raising σ20 from 0 to σ20* removes the current entirely but moves F1 and F2 by less than 1%.

**Q:** Please put in numbers for something like my 1 MeV helium beam in helium gas.

**A:** I use round cross sections of roughly the right order, not measured data. In units of 10⁻¹⁷ cm² they are

σ01 = 8.0, σ02 = 0.8, σ10 = 0.3, σ12 = 2.5, σ21 = 1.0, σ20 = 0.

The last value isolates the effect of double loss. In units of 10⁻³⁴ cm⁴,

D0 = 0.3 × 1.0 = 0.30

D1 = (8.0 + 0.8) × 1.0 = 8.80

D2 = 0.8 × 2.5 + 8.0 × 2.5 + 0.3 × 0.8 = 22.24,

so D = 31.34. Dividing gives F0 = 0.0096, F1 = 0.281 and F2 = 0.710. The current is

K = 0.8 × 1.0 × 0.3/31.34 = 0.00766 in units of 10⁻¹⁷ cm², or 7.66 × 10⁻²⁰ cm².

The one-way fluxes, in 10⁻¹⁷ cm², show how it closes:

0→1: 0.07658; 1→0: 0.08424

1→2: 0.70198; 2→1: 0.70964

0→2: 0.00766; 2→0: 0.

Each pair differs by 0.00766. The flux ratios are 0.909 for the lower pair and 0.989 for the upper one, so the same current is a 9% imbalance on one link and a 1% imbalance on the other.

Had you assumed pairwise balance with these cross sections, you would have predicted F0 = 0.0106. That is 11% above the correct F0 of this model. Most of the error comes from replacing σ01 + σ02 by σ01, which raises the ratio F0/F1 by a factor 1.10. The rest comes from the upper condition: it puts F2/F1 about 1% too low, so that after normalization F1 is 0.7% too high, and F0 rises with it.

**Q:** What does the current mean for one ion? It cannot be in a steady state by itself.

**A:** It jumps at random, but its jumps have a preferred sense around the triangle. I followed one simulated ion through 1,000,000 charge changes with these cross sections. Its 1→0 jumps outnumbered its 0→1 jumps by 4841. Divided by the target column crossed, this gives K = (0.00766 ± 0.00011) × 10⁻¹⁷ cm², where the uncertainty is the counting error. It agrees with the formula.

For comparison I set σ20 to the balancing value and kept the other cross sections fixed. In another 1,000,000 changes there were 10,808 double jumps, with 136 more captures than losses. The counting scale is √10,808 ≈ 104, so the difference is compatible with zero. Double jumps made up about 1% of the changes, but no mean circulation was resolved.

**Q:** Would a real length of gas reach this steady state?

**A:** Take 0.1 Torr at 300 K over 100 cm. The ideal-gas law gives a density of 3.22 × 10¹⁵ cm⁻³, hence a column of 3.22 × 10¹⁷ cm⁻². The slowest deviation from the steady fractions decays as exp(−λx) with λ = 3.41 × 10⁻¹⁷ cm², so at the exit

λx = 3.41 × 3.22 ≈ 11.

For a beam entering entirely as He⁺, the net currents at the exit are 0.00766, 0.00762 and 0.00766 on the links 0→2, 2→1 and 1→0. The middle one is still about 0.5% low. It is the difference of two fluxes near 0.7, so errors of order 10⁻⁵ in the fractions remain visible in it. These figures assume a fixed speed. In a real cell the slowing of the beam disturbs this link far more, as shown below.

Over a column of this length in the steady state, an ion makes on average

7.66 × 10⁻²⁰ × 3.22 × 10¹⁷ ≈ 0.025 net loops,

or about one per forty ions. At the beam speed of 6.94 × 10⁶ m/s the rate is 1.7 × 10⁵ net loops per ion per second.

**Q:** You switched off double capture. Is that safe for helium in helium?

**A:** No. Even a small double-capture cross section can change the direction of the circulation. The balancing value is

σ20* = 0.3 × 1.0 × 0.8/(8.0 × 2.5) = 0.012 in units of 10⁻¹⁷ cm², or 1.2 × 10⁻¹⁹ cm².

With the other cross sections held fixed, the model gives, all areas in 10⁻¹⁷ cm²:

σ20 = 0.006: K = +0.0038, lower flux ratio 0.955

σ20 = 0.012: K = 0, ratio 1.000

σ20 = 0.020: K = −0.0051, ratio 1.060

σ20 = 0.030: K = −0.0114, ratio 1.133.

A double-capture cross section far below σ21 can therefore cancel the circulation or reverse it. I do not know the real value well enough to say on which side of σ20* it lies, so I claim no direction of circulation for your gas. What the model does show is that, for given values of the other five cross sections, pairwise balance needs one particular value of σ20.

**Q:** How close is the rest of the model to an actual beam?

**A:** An energy of 1 MeV is within the range used for helium implantation. The gas cell is a model arrangement, not the design of a particular machine, and the cross sections are good only as rough orders of magnitude. Beyond double capture, a real beam also departs from the assumptions of fixed speed and no memory. A Bethe estimate with the full nuclear charge and a rough mean excitation energy of 42 eV gives an energy loss of 6.3 keV in the cell, or 0.6% of the beam energy. If capture varies as E⁻⁴ and loss as E⁻¹, both rough assumptions, the steady K is 3.9% higher at the exit energy than at 1 MeV. A slowing beam is not quite steady, however. Its fractions drift, F2 falling at about 1.2 × 10⁻²⁰ cm² per unit column, and since dF2/dx = J02 − J21 the links no longer carry one common current. At the exit the currents on 0→2, 2→1 and 1→0 are about 4%, 20% and 5% above the 1 MeV value of K. As for memory, suppose that 10% of captures into the neutral state produce a metastable atom whose single-loss cross section is three times larger, with double loss unchanged. This trial lowers K by 6.3%. All these changes refer to the case σ20 = 0, and all are smaller than the changes of 50% or more in K that the trial values of σ20 produced.

He⁺ formed in the 2p state causes less concern. Its lifetime is 0.10 ns, while the mean time to the next charge change of He⁺ is 16 ns, so it usually decays first. Other long-lived excited states are not covered by that comparison. Single unscreened Rutherford scattering sends about 1.3% of the ions beyond 5 mrad, and repeated smaller deflections raise this to roughly 1.5%. If your detector misses them, and if their charge distribution differs from that of the rest, the measured fractions shift.

**Q:** May I use the same three-state picture inside the implanted solid?

**A:** Not without further work. Take a rough solid density of 5 × 10²² atoms/cm³ and, for scale, the same cross sections. The time between charge changes shrinks from 16 ns by the ratio of densities, to about 10⁻¹⁵ s. That is far shorter than the 0.10 ns lifetime of the 2p state. An excited ion then meets its next collision before it decays, and its charge alone no longer fixes its chances. You would need excited states as separate members of the network. The distinction between steady fractions and balanced links would remain, but the three-state formula for K would not apply as it stands.

**Q:** Can I detect the circulation by measuring the equilibrium fractions very precisely?

**A:** Not from the fractions alone. For any positive F0, F1 and F2, choose σij = sijFj with sij = sji. Then Fiσij = FisijFj = Fjσji, so every link balances and the same fractions are steady. A set of fractions is thus compatible with zero current, whatever current produced it.

You need the cross sections as well. Prepare a pure neutral beam and use a very thin target. At x = 0 the rate equation for state 2 has F0 = 1 and F1 = F2 = 0, so

dF2/dx = σ02 at x = 0.

Two successive single losses contribute only from order x² onward, because state 1 must be populated first. In the same way, a pure He²⁺ beam gives dF0/dx = σ20 at x = 0. The initial slopes of F1 in these two beams give σ01 and σ21. A pure He⁺ beam supplies the remaining two: dF0/dx = σ10 and dF2/dx = σ12 at x = 0. Then compare σ02σ21σ10 with σ01σ12σ20. If they differ by more than their combined uncertainty, pairwise balance fails within the three-state model, and the sign of the difference tells you which way the ions circulate. In the example with σ20 = 0, the products are 0.24 and 0 in units of 10⁻⁵¹ cm⁶.

Computed results

```
INPUTS (cross sections in 1e-17 cm2, rough round values)
sigma01 = 8.00
sigma02 = 0.80
sigma10 = 0.30
sigma12 = 2.50
sigma20 = 0.00
sigma21 = 1.00
beam energy = 1.0 MeV; speed = 6.944e+06 m/s
cell: 0.1 Torr, 300 K, 100 cm
gas density = 3.219e+15 cm-3; column = 3.219e+17 cm-2
STEADY STATE, no double capture
tree weights D0, D1, D2 (1e-34 cm4) = 0.30 8.80 22.24
D = 31.34 1e-34 cm4
fractions F0, F1, F2 = 0.00957 0.28079 0.70964
fractions if adjacent balance assumed = 0.01060 0.28269 0.70671
F0 overestimate by that assumption = 10.74 %
one-way fluxes F_i*sigma_ij (1e-17 cm2):
  0->1: 0.07658
  1->0: 0.08424
  1->2: 0.70198
  2->1: 0.70964
  0->2: 0.00766
loop current K = 0.00766 1e-17 cm2 = 7.658e-20 cm2
flux ratio (0->1)/(1->0) = 0.9091
flux ratio (1->2)/(2->1) = 0.9892
net loops per ion over a steady column = 0.0246
net loops per ion per second = 1.712e+05 s-1
RANDOM HISTORY OF ONE ION
jumps = 1000000; net loops = 4841
K from history = 0.00766 +- 0.00011 1e-17 cm2
balanced control: double jumps = 10808, net = -136
CELL EXIT, He+ entering
fractions = 0.00957 0.28080 0.70962
net currents 0->2, 2->1, 1->0 (1e-17 cm2) = 0.00766 0.00762 0.00766
slowest relaxation cross section = 3.410 1e-17 cm2
DOUBLE CAPTURE: sigma20, K (1e-17 cm2), ratio (0->1)/(1->0)
  0.0000  +0.00766  0.9091
  0.0060  +0.00382  0.9548
  0.0120  -0.00000  1.0000
  0.0200  -0.00507  1.0595
  0.0300  -0.01137  1.1327
sigma20 that cancels K = 1.20e-19 cm2
OTHER NEGLECTED EFFECTS
stopping cross section (I = 42 eV) = 1.95e-14 eV cm2
energy loss in cell = 6.29 keV
change of K at exit energy = +3.9 %
metastable trial: branch 0.1, single loss x3, K change = -6.3 %
He+ 2p lifetime = 0.100 ns
mean time to next charge change of He+ = 16.0 ns
scattering beyond 5 mrad = 1.34 %
```
